# Connected triples in fourth-order perturbation theory: amplitudes, sign and cost: test program

```python
"""Connected triples at lowest order and their fourth-order energy.

Result under test, for a canonical Hartree-Fock reference:
  W(ijk,abc) = P(i/jk) P(a/bc) [ sum_e t(jk,ae) <bc||ei>
                               - sum_m t(im,bc) <ma||jk> ]
  t(ijk,abc) = -W / Delta,   E_T = -sum_unique |W|^2 / Delta
  Delta = e_a + e_b + e_c - e_i - e_j - e_k
i,j,k,m are occupied and a,b,c,e virtual spin orbitals; t(ij,ab) are the
first-order doubles. E_T <= 0 if all Delta > 0. The contraction needs
3 C(o,3) v C(v,2) (v+o) multiplications for o occupied, v virtual.
Array names vvoo, vvvo, ovoo give the index types of <pq||rs>.
"""
from itertools import combinations
from math import comb
import numpy as np
from scipy import constants
from pyscf import gto, scf, ao2mo, cc
from pyscf.cc import ccsd_t_slow


def first_order_doubles(e_occ, e_vir, vvoo):
    denominator = (e_occ[:, None, None, None] + e_occ[None, :, None, None]
                   - e_vir[None, None, :, None] - e_vir[None, None, None, :])
    return vvoo.transpose(2, 3, 0, 1) / denominator


def triples_source(t2, vvvo, ovoo, i, j, k):
    """W for one i<j<k and all a<b<c, using packed virtual pairs."""
    nvir = t2.shape[2]
    first, second = np.triu_indices(nvir, 1)
    pair_of = np.zeros((nvir, nvir), dtype=int)
    pair_of[first, second] = np.arange(len(first))
    placements = []
    for x, y, z in ((i, j, k), (j, i, k), (k, j, i)):
        particle = t2[y, z] @ vvvo[:, :, :, x][first, second].T
        hole = ovoo[:, :, y, z].T @ t2[x][:, first, second]
        placements.append(particle - hole)
    packed = placements[0] - placements[1] - placements[2]
    a, b, c = np.array(list(combinations(range(nvir), 3))).T
    return (packed[a, pair_of[b, c]] - packed[b, pair_of[a, c]]
            + packed[c, pair_of[a, b]])


def triples_energy(e_occ, e_vir, vvoo, vvvo, ovoo):
    """Occupied triples, their energies, amplitudes and denominators."""
    t2 = first_order_doubles(e_occ, e_vir, vvoo)
    a, b, c = np.array(list(combinations(range(len(e_vir)), 3))).T
    holes = list(combinations(range(len(e_occ)), 3))
    energies, amplitudes, deltas = [], [], []
    for i, j, k in holes:
        source = triples_source(t2, vvvo, ovoo, i, j, k)
        delta = (e_vir[a] + e_vir[b] + e_vir[c]
                 - e_occ[i] - e_occ[j] - e_occ[k])
        energies.append(-np.sum(np.abs(source) ** 2 / delta))
        amplitudes.append(-source / delta)
        deltas.append(delta)
    return holes, np.array(energies), np.array(amplitudes), np.array(deltas)


# ---------- random Hamiltonian with a Hartree-Fock reference ----------
NOCC, NVIR = 4, 4
NORB = NOCC + NVIR
orbital_energies = np.array([-2.0, -1.7, -1.4, -1.1, 0.9, 1.3, 1.6, 2.0])
orbital_pairs = np.array(list(combinations(range(NORB), 2)))


def random_integrals(seed, scale=0.1):
    rng = np.random.default_rng(seed)
    size = len(orbital_pairs)
    raw = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    pair_matrix = scale * (raw + raw.conj().T) / 2
    g = np.zeros((NORB,) * 4, dtype=complex)
    p, q = orbital_pairs[:, 0], orbital_pairs[:, 1]
    P, Q, R, S = p[:, None], q[:, None], p[None, :], q[None, :]
    g[P, Q, R, S] = pair_matrix
    g[Q, P, R, S] = -pair_matrix
    g[P, Q, S, R] = -pair_matrix
    g[Q, P, S, R] = pair_matrix
    return pair_matrix, g


def integral_blocks(g):
    o, v = slice(0, NOCC), slice(NOCC, NORB)
    return g[v, v, o, o], g[v, v, v, o], g[o, v, o, o]


# Fermion operators as matrices in the complete occupation-number space.
annihilate = []
for p in range(NORB):
    matrix = np.array([[1.0]])
    for site in range(NORB):
        if site < p:
            factor = np.diag([1.0, -1.0])
        elif site == p:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        matrix = np.kron(matrix, factor)
    annihilate.append(matrix)
occupations = np.array([np.diag(x.T @ x) for x in annihilate]).T
sector = np.where(occupations.sum(axis=1) == NOCC)[0]
sector_occ = occupations[sector]
rank = sector_occ[:, NOCC:].sum(axis=1).astype(int)
reference = int(np.where(rank == 0)[0][0])

pair_matrix, g_model = random_integrals(11)
pair_ops = np.array([(annihilate[q] @ annihilate[p])[:, sector]
                     for p, q in orbital_pairs])
two_body = np.tensordot(pair_ops, np.tensordot(pair_matrix, pair_ops, (1, 0)),
                        axes=([0, 1], [0, 1]))
mean_field = np.einsum('piqi->pq', g_model[:, :NOCC, :, :NOCC])
one_body = np.zeros_like(two_body)
for p in range(NORB):
    for q in range(NORB):
        hop = (annihilate[p].T @ annihilate[q])[np.ix_(sector, sector)]
        one_body += mean_field[p, q] * hop
perturbation = two_body - one_body
assert np.max(np.abs(perturbation[rank == 1, reference])) < 1e-12


def taylor_from_diagonalization(eps):
    """Taylor coefficients in lambda from eigenpairs on a complex circle."""
    h0 = sector_occ @ eps
    gap = np.min(np.abs(np.delete(h0, reference) - h0[reference]))
    radius = 0.25 * gap / np.linalg.norm(perturbation, 2)
    circle = radius * np.exp(2j * np.pi * np.arange(32) / 32)
    difference, vectors = [], []
    for lam in circle:
        h = np.diag(h0) + lam * perturbation
        values, states = np.linalg.eig(h)
        chosen = np.argmin(np.abs(values - h0[reference]))
        state = states[:, chosen]
        vectors.append(state / state[reference])
        keep = rank != 3
        reduced = np.linalg.eigvals(h[np.ix_(keep, keep)])
        nearest = reduced[np.argmin(np.abs(reduced - h0[reference]))]
        difference.append(values[chosen] - nearest)
    difference = np.array(difference)
    energy = [np.mean(difference * circle ** (-n)) for n in range(5)]
    second_state = np.mean(np.array(vectors) * circle[:, None] ** (-2), axis=0)
    return np.array(energy), second_state


blocks = integral_blocks(g_model)
e_occ, e_vir = orbital_energies[:NOCC], orbital_energies[NOCC:]
holes, parts, amplitudes, deltas = triples_energy(e_occ, e_vir, *blocks)
model_energy = parts.sum()
series, second_state = taylor_from_diagonalization(orbital_energies)
assert np.max(np.abs(series[:4])) < 1e-9
assert abs(series[4] - model_energy) < 1e-5 * abs(model_energy)
assert model_energy < 0

reference_vector = np.zeros(2 ** NORB)
reference_vector[sector[reference]] = 1.0
exact_amplitudes = np.zeros_like(amplitudes)
for row, hole_set in enumerate(holes):
    for col, particle_set in enumerate(combinations(range(NVIR), 3)):
        vector = reference_vector
        for i, a in reversed(list(zip(hole_set, particle_set))):
            vector = annihilate[NOCC + a].T @ (annihilate[i] @ vector)
        exact_amplitudes[row, col] = vector[sector] @ second_state
amplitude_error = np.max(np.abs(exact_amplitudes - amplitudes))
assert amplitude_error < 1e-8
assert np.max(np.abs(amplitudes)) > 1e-4

# Reversed orbital energies: the reference is no longer the lowest state.
reversed_series, _ = taylor_from_diagonalization(-orbital_energies)
reversed_energy = triples_energy(-e_occ, -e_vir, *blocks)[1].sum()
assert reversed_energy > 0
assert abs(reversed_series[4] - reversed_energy) < 1e-5 * reversed_energy

# Two systems without mutual interaction: energies must add.
other_blocks = integral_blocks(random_integrals(23)[1])
other_energy = triples_energy(e_occ, e_vir, *other_blocks)[1].sum()
joint_blocks = []
for block_a, block_b in zip(blocks, other_blocks):
    joint = np.zeros((8,) * 4, dtype=complex)
    joint[:4, :4, :4, :4] = block_a
    joint[4:, 4:, 4:, 4:] = block_b
    joint_blocks.append(joint)
joint_holes, joint_parts, joint_amplitudes, _ = triples_energy(
    np.tile(e_occ, 2), np.tile(e_vir, 2), *joint_blocks)
joint_energy = joint_parts.sum()
assert abs(joint_energy - model_energy - other_energy) < 1e-12
joint_particles = list(combinations(range(8), 3))
mixed_maximum = max(
    abs(joint_amplitudes[r, s])
    for r, hole_set in enumerate(joint_holes)
    for s, particle_set in enumerate(joint_particles)
    if len({x // 4 for x in hole_set + particle_set}) == 2)
assert mixed_maximum < 1e-14


# ---------- multiplications counted while the routine runs ----------
class CountedNumber:
    multiplications = 0

    def __init__(self, value):
        self.value = value

    def __mul__(self, other):
        CountedNumber.multiplications += 1
        return CountedNumber(self.value * other.value)

    def __add__(self, other):
        return CountedNumber(self.value + other.value)

    def __sub__(self, other):
        return CountedNumber(self.value - other.value)


def multiplication_formula(o, v):
    return 3 * comb(o, 3) * v * comb(v, 2) * (v + o)


wrap = np.vectorize(CountedNumber, otypes=[object])
measured_counts = []
for o, v in ((3, 4), (4, 6), (6, 4), (5, 7)):
    t2_c = wrap(np.ones((o, o, v, v)))
    vvvo_c = wrap(np.ones((v, v, v, o)))
    ovoo_c = wrap(np.ones((o, v, o, o)))
    CountedNumber.multiplications = 0
    for i, j, k in combinations(range(o), 3):
        triples_source(t2_c, vvvo_c, ovoo_c, i, j, k)
    measured = CountedNumber.multiplications
    assert measured == multiplication_formula(o, v)
    measured_counts.append((o, v, measured))
big_o, big_v = 100, 1000
big_count = multiplication_formula(big_o, big_v)
big_leading = (big_o**3 * big_v**4 + big_o**4 * big_v**3) / 4
assert abs(big_count / big_leading - 1) < 0.05

# ---------- all-electron Li2 ----------
distance = 5.0
molecule = gto.M(atom=[['Li', (0, 0, 0)], ['Li', (0, 0, distance)]],
                 unit='Bohr', basis='cc-pvdz', verbose=0)
hf = scf.RHF(molecule)
hf.conv_tol, hf.conv_tol_grad = 1e-12, 1e-8
hf.kernel()
assert hf.converged
nmo = hf.mo_coeff.shape[1]
nelec = molecule.nelectron
eri = ao2mo.kernel(molecule, hf.mo_coeff, compact=False).reshape((nmo,) * 4)
occ_spin, vir_spin = np.arange(nelec), np.arange(nelec, 2 * nmo)


def antisymmetrized(p, q, r, s):
    def plain(p, q, r, s):
        values = eri[np.ix_(p // 2, r // 2, q // 2, s // 2)]
        spin_pr = (p[:, None] % 2 == r[None, :] % 2)
        spin_qs = (q[:, None] % 2 == s[None, :] % 2)
        values = values * spin_pr[:, :, None, None] * spin_qs[None, None]
        return values.transpose(0, 2, 1, 3)
    return plain(p, q, r, s) - plain(p, q, s, r).transpose(0, 1, 3, 2)


li_occ = hf.mo_energy[occ_spin // 2]
li_vir = hf.mo_energy[vir_spin // 2]
li_vvoo = antisymmetrized(vir_spin, vir_spin, occ_spin, occ_spin)
li_vvvo = antisymmetrized(vir_spin, vir_spin, vir_spin, occ_spin)
li_ovoo = antisymmetrized(occ_spin, vir_spin, occ_spin, occ_spin)
li_t2 = first_order_doubles(li_occ, li_vir, li_vvoo)
li_mp2 = 0.25 * np.sum(li_vvoo.transpose(2, 3, 0, 1) * li_t2)
li_holes, li_parts, li_t3, li_delta = triples_energy(
    li_occ, li_vir, li_vvoo, li_vvvo, li_ovoo)
li_energy = li_parts.sum()
li_norm = np.sum(li_t3 ** 2)
assert li_vir.min() > li_occ.max() and li_delta.min() > 0
assert np.all(li_parts <= 0) and li_energy < 0

# Independent spin-adapted routine with first-order doubles and no singles.
coupled = cc.CCSD(hf)
spatial_eris = coupled.ao2mo()
library_mp2, singles, doubles = coupled.init_amps(spatial_eris)
library_triples = ccsd_t_slow.kernel(coupled, spatial_eris,
                                     np.zeros_like(singles), doubles, 0)
assert abs(library_mp2 - li_mp2) < 1e-8
assert abs(library_triples - li_energy) < 1e-9

core_groups = {n: 0.0 for n in (1, 2, 3)}
core_sets = {n: 0 for n in (1, 2, 3)}
for hole_set, value in zip(li_holes, li_parts):
    number = sum(x < 4 for x in hole_set)
    core_groups[number] += value
    core_sets[number] += 1

# ---------- output ----------
print("Random model, energies in model units")
print("occupied orbital energies:", e_occ)
print("virtual orbital energies:", e_vir)
print(f"E_T, formula: {model_energy:.9f}")
print(f"E_T, lambda^4 term from diagonalization: {series[4].real:.9f}")
print(f"largest lower-order term: {np.max(np.abs(series[:4])):.1e}")
print(f"number of unique triples: {amplitudes.size}")
print(f"largest |t3|: {np.max(np.abs(amplitudes)):.6f}")
print(f"largest t3 error against diagonalization: {amplitude_error:.1e}")
print(f"E_T with reversed orbital energies, formula: {reversed_energy:.9f}")
print(f"same, diagonalization: {reversed_series[4].real:.9f}")
print(f"E_T of second system: {other_energy:.9f}")
print(f"E_T of both systems together: {joint_energy:.9f}")
print(f"largest mixed |t3|: {mixed_maximum:.1e}")
print("Multiplications counted in the running routine")
for o, v, measured in measured_counts:
    print(f"o={o}, v={v}: {measured}")
print(f"Formula at o={big_o}, v={big_v}: {big_count:.4e}")
print(f"ratio to (o^3 v^4 + o^4 v^3)/4: {big_count / big_leading:.4f}")
print(f"share of particle term: {big_v / (big_v + big_o):.4f}")
for label, o, v in (("v", big_o, 2 * big_v), ("o", 2 * big_o, big_v),
                    ("o and v", 2 * big_o, 2 * big_v)):
    growth = multiplication_formula(o, v) / big_count
    print(f"growth on doubling {label}: {growth:.2f}")
print("Li2, all-electron RHF/cc-pVDZ reference")
print(f"separation: {distance:.1f} bohr")
print(f"occupied, virtual spin orbitals: {len(li_occ)}, {len(li_vir)}")
print(f"RHF energy: {hf.e_tot:.8f} hartree")
print("occupied orbital energies (hartree):", np.round(li_occ[::2], 5))
print(f"lowest virtual energy: {li_vir.min():.5f} hartree")
print(f"HOMO-LUMO gap: {li_vir.min() - li_occ.max():.5f} hartree")
print(f"MP2 correlation energy: {li_mp2:.8f} hartree")
print(f"E_T, spin-orbital formula: {li_energy:.9f} hartree")
print(f"E_T, spin-adapted library: {library_triples:.9f} hartree")
to_kj = constants.value('Hartree energy') * constants.N_A / 1000
print(f"E_T: {li_energy * to_kj:.5f} kJ/mol")
print(f"E_T / MP2 correlation energy: {100 * li_energy / li_mp2:.4f} %")
for number in (1, 2, 3):
    print(f"{number} core electron(s) excited, {core_sets[number]} hole sets: "
          f"{core_groups[number]:.9f} hartree")
print(f"smallest triple denominator: {li_delta.min():.5f} hartree")
print(f"sum of unique |t3|^2: {li_norm:.4e}")
print(f"mean denominator |E_T|/sum|t3|^2: {-li_energy / li_norm:.5f} hartree")
print(f"unique triples: {li_t3.size}")
li_count = multiplication_formula(len(li_occ), len(li_vir))
li_share = len(li_vir) / (len(li_vir) + len(li_occ))
print(f"multiplications, total: {li_count}")
print(f"multiplications, particle term: {round(li_count * li_share)}")
print(f"multiplications, hole term: {round(li_count * (1 - li_share))}")
print("verified")
```

Printed output:

```
Random model, energies in model units
occupied orbital energies: [-2.  -1.7 -1.4 -1.1]
virtual orbital energies: [0.9 1.3 1.6 2. ]
E_T, formula: -0.000295727
E_T, lambda^4 term from diagonalization: -0.000295727
largest lower-order term: 1.4e-13
number of unique triples: 16
largest |t3|: 0.002277
largest t3 error against diagonalization: 1.6e-15
E_T with reversed orbital energies, formula: 0.000295727
same, diagonalization: 0.000295727
E_T of second system: -0.000294912
E_T of both systems together: -0.000590638
largest mixed |t3|: 0.0e+00
Multiplications counted in the running routine
o=3, v=4: 504
o=4, v=6: 10800
o=6, v=4: 14400
o=5, v=7: 52920
Formula at o=100, v=1000: 2.6654e+17
ratio to (o^3 v^4 + o^4 v^3)/4: 0.9692
share of particle term: 0.9091
growth on doubling v: 15.28
growth on doubling o: 8.86
growth on doubling o and v: 130.02
Li2, all-electron RHF/cc-pVDZ reference
separation: 5.0 bohr
occupied, virtual spin orbitals: 6, 50
RHF energy: -14.86924780 hartree
occupied orbital energies (hartree): [-2.44751 -2.44713 -0.18089]
lowest virtual energy: 0.00860 hartree
HOMO-LUMO gap: 0.18948 hartree
MP2 correlation energy: -0.02015173 hartree
E_T, spin-orbital formula: -0.000021726 hartree
E_T, spin-adapted library: -0.000021726 hartree
E_T: -0.05704 kJ/mol
E_T / MP2 correlation energy: 0.1078 %
1 core electron(s) excited, 4 hole sets: -0.000019082 hartree
2 core electron(s) excited, 12 hole sets: -0.000002635 hartree
3 core electron(s) excited, 4 hole sets: -0.000000009 hartree
smallest triple denominator: 2.85826 hartree
sum of unique |t3|^2: 5.8050e-06
mean denominator |E_T|/sum|t3|^2: 3.74258 hartree
unique triples: 392000
multiplications, total: 205800000
multiplications, particle term: 183750000
multiplications, hole term: 22050000
verified
```
